# Deepest pit on a panel predicted from small coupons: a program that tests the result

```python
# Result under test: if the deepest pit on a coupon is Gumbel(mu, beta), the
# deepest pit on N independent, identical patches is Gumbel(mu + beta ln N, beta),
# so its most probable depth is mu + beta ln N.
# mu: coupon mode (um); beta: scale (um); N: panel area / coupon area.
# Also tested: Poisson-pit origin, fitting error, shared pits, other tail shapes.
import numpy as np
from scipy import constants, integrate, optimize, stats

rng = np.random.default_rng(20240611)
mu, beta = 300.0, 50.0
coupon_area, panel_area = 10.0, 1000.0
wall, n_coupons = 800.0, 20
N = int(round(panel_area / coupon_area))
gamma = np.euler_gamma
coupon = stats.gumbel_r(mu, beta)


def numerical_mode(law, patches):
    """Maximize the density of the largest of `patches` independent draws."""
    def cost(x):
        return -((patches - 1) * law.logcdf(x) + law.logpdf(x))
    found = optimize.minimize_scalar(cost, bounds=(310.0, 780.0),
                                     method="bounded", options={"xatol": 1e-7})
    return found.x


def ks_distance_ok(sample, law):
    """Kolmogorov-Smirnov distance below its 0.1 percent critical value."""
    return stats.kstest(sample, law.cdf).statistic < 1.95 / np.sqrt(len(sample))


# Main result: numerical maximization for several area ratios
for ratio in (10, 100, 1000):
    assert abs(numerical_mode(coupon, ratio) - (mu + beta * np.log(ratio))) < 1e-3
shift = beta * np.log(N)
mode = mu + shift
mode_numeric = numerical_mode(coupon, N)
panel = stats.gumbel_r(mode, beta)

# Simulated patches: whole distribution and mean
maxima = coupon.rvs(size=(40000, N), random_state=rng).max(axis=1)
assert ks_distance_ok(maxima, panel)
mean = mode + gamma * beta
assert abs(maxima.mean() - mean) < 1.5

# Other measures, checked against the coupon law raised to the power N
median = mode - beta * np.log(np.log(2.0))
depth95 = mode - beta * np.log(-np.log(0.95))
assert abs(coupon.cdf(median) ** N - 0.5) < 1e-10
assert abs(coupon.cdf(depth95) ** N - 0.95) < 1e-10
p_above_mode = 1.0 - coupon.cdf(mode) ** N
assert abs(p_above_mode - (1.0 - np.exp(-1.0))) < 1e-10
p_wall_coupon = coupon.sf(wall)
p_wall = 1.0 - coupon.cdf(wall) ** N
assert abs(p_wall - (1.0 - np.exp(-np.exp(-(wall - mode) / beta)))) < 1e-10

# Individual pits: Poisson number, exponential depths, no division into patches
pits_coupon = np.exp(mu / beta)


def deepest_pits(mean_number, repeats):
    counts = rng.poisson(mean_number, repeats)
    return np.array([rng.exponential(beta, k).max() if k else 0.0 for k in counts])


pit_coupon = deepest_pits(pits_coupon, 5000)
pit_panel = deepest_pits(pits_coupon * panel_area / coupon_area, 2000)
assert ks_distance_ok(pit_coupon, coupon)
assert ks_distance_ok(pit_panel, panel)

# Fitting error: Fisher matrix by quadrature, closed form, and simulated fits


def information(i, j):
    def integrand(z):
        e = np.exp(-z)
        score = ((1.0 - e) / beta, (-1.0 + z - z * e) / beta)
        return score[i] * score[j] * np.exp(-z - e)
    return integrate.quad(integrand, -6.0, 60.0, epsabs=1e-13, limit=200)[0]


fisher = np.array([[information(i, j) for j in (0, 1)] for i in (0, 1)])
gradient = np.array([1.0, np.log(N)])
se_one = np.sqrt(gradient @ np.linalg.inv(fisher) @ gradient)
se_closed = beta * np.sqrt(1 + 6 / np.pi**2 * (1 - gamma + np.log(N)) ** 2)
assert abs(se_one / se_closed - 1.0) < 1e-6


def fitted_modes(n, repeats):
    """Maximum-likelihood fits by bisection; returns predicted panel modes."""
    x = coupon.rvs(size=(repeats, n), random_state=rng)
    low, high = np.full(repeats, 5.0), np.full(repeats, 250.0)
    for _ in range(40):
        b = 0.5 * (low + high)
        w = np.exp(-x / b[:, None])
        residual = b - x.mean(axis=1) + (x * w).sum(axis=1) / w.sum(axis=1)
        low = np.where(residual < 0, b, low)
        high = np.where(residual < 0, high, b)
    b = 0.5 * (low + high)
    m = -b * np.log(np.exp(-x / b[:, None]).mean(axis=1))
    return m + b * np.log(N)


# 4000 fits give the spread to about 1 percent
assert abs(fitted_modes(200, 4000).std() / (se_closed / np.sqrt(200)) - 1) < 0.06
fits = fitted_modes(n_coupons, 20000)
se = se_closed / np.sqrt(n_coupons)
# the large-n formula has corrections of relative order 1/n
assert abs(fits.std() / se - 1.0) < 0.10
fit_bias = fits.mean() - mode

# Dependence: each patch shares its deepest-pit candidates with its neighbour
z = stats.gumbel_r(mu - beta * np.log(2), beta).rvs(size=(20000, N + 1),
                                                    random_state=rng)
patches = np.maximum(z[:, :-1], z[:, 1:])
assert ks_distance_ok(patches[:, 0], coupon)
shared_shift = beta * np.log((N + 1) / (2 * N))
assert abs(patches.max(axis=1).mean() - (mean + shared_shift)) < 2.0

# Tail shape: generalized extreme-value law (scipy uses c = -shape)
tail = {}
for shape in (-0.1, 0.1):
    law = stats.genextreme(-shape, loc=mu, scale=beta)
    formula = mu + beta / shape * (((1 + shape) / N) ** (-shape) - 1)
    assert abs(numerical_mode(law, N) - formula) < 1e-3
    tail[shape] = (formula, 1.0 - law.cdf(wall) ** N)

# Longer exposure: every depth multiplied by the same growth factor
growth = 2.0 ** (1.0 / 3.0)
mode_later = growth * mode
later_law = stats.gumbel_r(growth * mu, growth * beta)
assert abs(numerical_mode(later_law, N) - mode_later) < 1e-3

log10_negative = coupon.logcdf(0.0) / np.log(10.0)
patch_side = np.sqrt(coupon_area) * constants.centi / constants.micro
width_ratio = 2.0 * mode / patch_side
to_angstrom = constants.micro / constants.angstrom

print(f"Coupon mode mu: {mu:.1f} um")
print(f"Gumbel scale beta: {beta:.1f} um")
print(f"Coupon area: {coupon_area:.0f} cm2")
print(f"Panel area: {panel_area:.0f} cm2")
print(f"Area ratio N: {N}")
print(f"Wall thickness: {wall:.0f} um")
print(f"Number of coupons: {n_coupons}")
print(f"ln N: {np.log(N):.4f}")
print(f"Shift beta ln N: {shift:.1f} um")
print(f"Most probable deepest pit, formula: {mode:.1f} um")
print(f"Same, numerical maximization: {mode_numeric:.1f} um")
print(f"Same, converted: {mode * to_angstrom:.3e} angstrom")
print(f"Ratio of panel mode to coupon mode: {mode / mu:.3f}")
print(f"Panel median: {median:.1f} um")
print(f"Panel mean, formula: {mean:.1f} um")
print(f"Panel mean, simulated patches: {maxima.mean():.1f} um")
print(f"Panel mean, simulated pits: {pit_panel.mean():.1f} um")
print(f"Depth not exceeded with probability 0.95: {depth95:.1f} um")
print(f"Probability of exceeding panel mode: {p_above_mode:.4f}")
print(f"Perforation probability, coupon: {p_wall_coupon:.2e}")
print(f"Perforation probability, panel: {p_wall:.2e}")
print(f"Mean pits per coupon in Poisson model: {pits_coupon:.1f}")
print(f"Pit density in Poisson model: {pits_coupon / coupon_area:.1f} per cm2")
print(f"Fit standard error, large-n formula: {se:.1f} um")
print(f"Fit standard error, simulated: {fits.std():.1f} um")
print(f"Fit bias, simulated: {fit_bias:+.1f} um")
print(f"Mode shift from shared pits: {shared_shift:+.1f} um")
for shape, (tail_mode, tail_wall) in tail.items():
    print(f"Tail shape {shape:+.1f}, panel mode: {tail_mode:.1f} um")
    print(f"Tail shape {shape:+.1f}, mode shift: {tail_mode - mode:+.1f} um")
    print(f"Tail shape {shape:+.1f}, perforation probability: {tail_wall:.2e}")
print(f"Upper depth limit for shape -0.1: {mu + beta / 0.1:.1f} um")
print(f"Growth factor, doubled time, cube-root law: {growth:.4f}")
print(f"Panel mode after doubled time: {mode_later:.1f} um")
print(f"Mode shift from doubled time: {mode_later - mode:+.1f} um")
print(f"log10 of coupon probability of negative depth: {log10_negative:.1f}")
print(f"Patch side: {patch_side:.0f} um")
print(f"Hemispherical pit width / patch side: {width_ratio:.4f}")
print("all good")
```

Running it gives:

```
Coupon mode mu: 300.0 um
Gumbel scale beta: 50.0 um
Coupon area: 10 cm2
Panel area: 1000 cm2
Area ratio N: 100
Wall thickness: 800 um
Number of coupons: 20
ln N: 4.6052
Shift beta ln N: 230.3 um
Most probable deepest pit, formula: 530.3 um
Same, numerical maximization: 530.3 um
Same, converted: 5.303e+06 angstrom
Ratio of panel mode to coupon mode: 1.768
Panel median: 548.6 um
Panel mean, formula: 559.1 um
Panel mean, simulated patches: 558.8 um
Panel mean, simulated pits: 560.0 um
Depth not exceeded with probability 0.95: 678.8 um
Probability of exceeding panel mode: 0.6321
Perforation probability, coupon: 4.54e-05
Perforation probability, panel: 4.53e-03
Mean pits per coupon in Poisson model: 403.4
Pit density in Poisson model: 40.3 per cm2
Fit standard error, large-n formula: 45.2 um
Fit standard error, simulated: 45.5 um
Fit bias, simulated: -7.4 um
Mode shift from shared pits: -34.2 um
Tail shape -0.1, panel mode: 487.8 um
Tail shape -0.1, mode shift: -42.4 um
Tail shape -0.1, perforation probability: 0.00e+00
Tail shape +0.1, panel mode: 584.9 um
Tail shape +0.1, mode shift: +54.7 um
Tail shape +0.1, perforation probability: 9.30e-02
Upper depth limit for shape -0.1: 800.0 um
Growth factor, doubled time, cube-root law: 1.2599
Panel mode after doubled time: 668.1 um
Mode shift from doubled time: +137.8 um
log10 of coupon probability of negative depth: -175.2
Patch side: 31623 um
Hemispherical pit width / patch side: 0.0335
all good
```
